\section*{Surface recombination near equilibrium without cancellation error}

\section{A surface almost in equilibrium}

A p-type silicon wafer under a thermal oxide is lit very weakly. Light creates electron--hole pairs, and some recombine through defect levels at the Si/SiO$_2$ interface. The populations are described by two quasi-Fermi energies, $E_{Fn}$ for electrons and $E_{Fp}$ for holes, whose splitting
\begin{equation}
\Delta=E_{Fn}-E_{Fp},\qquad x=\frac{\Delta}{kT},
\end{equation}
measures the departure from equilibrium. As the light is dimmed, $\Delta$ and the net recombination rate $U$ go to zero together. A device simulation should reproduce this: zero rate at equilibrium, the right sign beside it, and a finite ratio $U/\Delta$.

The usual rate formula contains $np-n_i^2$, where $n$ and $p$ are the electron and hole densities at the silicon surface and $n_i$ is the intrinsic density. Near equilibrium this is a small difference of two large numbers. How much accuracy is lost, and which variables must be kept to avoid the loss, follows from the rate law and a count of rounding errors.

\section{The rate law}

Let $N_{it}$ identical traps per area have energy $E_t$ and filled fraction $f$. With thermal velocity $v_{th}$ and capture cross sections $\sigma_n,\sigma_p$, define
\begin{equation}
S_n=v_{th}\sigma_nN_{it},\qquad S_p=v_{th}\sigma_pN_{it}.
\end{equation}
Empty traps capture electrons at the rate $S_nn(1-f)$ per area, and filled traps emit them at $e_nf$. Filled traps capture holes at $S_ppf$, and empty ones emit them at $e_p(1-f)$.

At equilibrium each capture process balances its own inverse. With any trap degeneracy factor absorbed in $E_t$, the equilibrium occupation obeys $(1-f_0)/f_0=e^{(E_t-E_F)/kT}$. For nondegenerate carriers, $n_0=n_ie^{(E_F-E_i)/kT}$ and $p_0=n_ie^{(E_i-E_F)/kT}$, where $E_i$ is the intrinsic level. Hence
\begin{align}
e_n&=S_nn_0\frac{1-f_0}{f_0}=S_nn_ie^{t}\equiv S_nn_1,\\
e_p&=S_pp_0\frac{f_0}{1-f_0}=S_pn_ie^{-t}\equiv S_pp_1,
\end{align}
with $t=(E_t-E_i)/kT$. The Fermi level has dropped out. We assume that these emission coefficients keep their values away from equilibrium.

In steady state the net electron capture equals the net hole capture:
\begin{equation}
S_nn(1-f)-S_nn_1f=S_ppf-S_pp_1(1-f).
\end{equation}
Collecting the terms in $f$ gives
\begin{equation}
f=\frac{S_nn+S_pp_1}{Q},\quad 1-f=\frac{S_nn_1+S_pp}{Q},
\end{equation}
where $Q=S_n(n+n_1)+S_p(p+p_1)$. The rate is either side of the balance. Taking the left side,
\begin{align}
U&=\frac{S_n}{Q}\left[n(S_nn_1+S_pp)-n_1(S_nn+S_pp_1)\right]\nonumber\\
&=\frac{S_nS_p(np-n_1p_1)}{Q}.
\end{align}
The terms in $S_nnn_1$ cancel. Since $n_1p_1=n_i^2$, division by $S_nS_p$ gives
\begin{equation}
U=\frac{np-n_i^2}{D},\quad D=\frac{n+n_1}{S_p}+\frac{p+p_1}{S_n}.
\label{eq:srh}
\end{equation}
Positive $U$ is recombination; negative $U$ is thermal generation.

\section{What the direct subtraction loses}

Write $n=n_ie^{\eta_n}$ and $p=n_ie^{\eta_p}$, so that
\begin{equation}
\eta_n+\eta_p=\frac{E_{Fn}-E_i}{kT}+\frac{E_i-E_{Fp}}{kT}=x .
\end{equation}
The direct scheme takes $x$ and $\eta_p$, forms $\eta_n=x-\eta_p$, evaluates both densities, multiplies them and subtracts $n_i^2$.

In double precision each elementary operation returns its result with a relative error of at most $u=2^{-53}\approx1.11\times10^{-16}$. We take the exponential to be accurate to one unit in the last place, a relative error of at most $2u$. The inputs $x$, $\eta_p$ and $n_i$ count as exact. To first order, the errors are as follows.
\begin{itemize}
\item Rounding $\eta_n$ makes an absolute error up to $|\eta_n|u$. An absolute error in an exponent is a relative error in the exponential, so $n$ inherits it.
\item The exponential and the multiplication by $n_i$ add $3u$ to $n$ and give $3u$ to $p$.
\item The product $np$ adds $u$, and the square $n_i^2$ has an error of $u$.
\end{itemize}
Near equilibrium $np\approx n_i^2$, so the errors add up to
\begin{equation}
\left|\delta\!\left(\frac{np-n_i^2}{n_i^2}\right)\right|\lesssim Cu,\qquad C=|\eta_n|+8 .
\label{eq:count}
\end{equation}
The last subtraction adds nothing. Two floating-point numbers within a factor of two of each other have a difference that is a multiple of the smaller spacing and fits in the available digits, so it is formed without error. The subtraction exposes errors made earlier.

The true value of the scaled difference is close to $x$. The relative error of the rate is therefore bounded by about $Cu/|x|$, which grows without limit as equilibrium is approached. In 1000 random cases with $5<\eta_p<16$ and $10^{-16}<x<10^{-3}$, compared with subtraction at 60 digits, every error respected (\ref{eq:count}), and the largest was $9.5u$. Much of this can come from $\eta_n$ alone: for $8<|\eta_n|<16$ the spacing of doubles is $2^{-49}$, and half of it is $8u$.

At equilibrium itself the direct scheme returned a nonzero rate in 388 of 1000 random cases. For $10^{-17}<x<10^{-15}$, where $U$ must be positive, it gave zero or a negative value in 745 of 1000.

\section{Factoring out the equilibrium product}

The cure is to do the subtraction algebraically, before any rounding:
\begin{equation}
np-n_i^2=n_i^2e^{\eta_n+\eta_p}-n_i^2=n_i^2(e^x-1).
\end{equation}
Evaluating $e^x$ and then subtracting one would bring the problem back, because $e^x$ is rounded at the level $u$ while the answer is of size $x$. The function $\mathrm{expm1}(x)=e^x-1$ is computed as a unit. For small $x$ its value follows from
\begin{equation}
\mathrm{expm1}(x)=x+\frac{x^2}{2}+\frac{x^3}{6}+\cdots,
\end{equation}
in which the one never appears. To avoid large intermediate numbers, divide numerator and denominator by $n_i$:
\begin{equation}
U=\frac{n_i\,\mathrm{expm1}(x)}{\dfrac{e^{x-\eta_p}+e^{t}}{S_p}+\dfrac{e^{\eta_p}+e^{-t}}{S_n}} .
\label{eq:alg}
\end{equation}

The denominator is a sum of positive terms, so its relative error cannot exceed the largest relative error among the terms plus that of the additions. The worst term, $e^{x-\eta_p}$, carries $(|\eta_n|+2)u$; two additions and a division by $S_p$ bring this to $(|\eta_n|+5)u$. The numerator has $2u$ from expm1 and $u$ from the product, and the final division adds $u$. The total is about $(|\eta_n|+9)u$, with no factor $1/x$.

This was tested against the trap kinetics, not against (\ref{eq:srh}). The steady-state balance for filled and empty traps was solved at 60 digits, with emission coefficients obtained from Fermi occupation at a separately chosen equilibrium. In 300 random cases, with $|\eta_p|<16$, $|t|<10$ and $x$ of both signs from $|x|=10^{-16}$ up to 30, the relative error stayed below $(|\eta_n|+16)u$. The largest was $3.7\times10^{-15}$.

The formula also has the right limits. For $|x|\ll1$,
\begin{equation}
U\simeq U_0x,\qquad U_0=\frac{n_i^2}{D_0},
\label{eq:lin}
\end{equation}
where $D_0$ is $D$ at $x=0$. For $x\gg1$ the product $np$ dwarfs $n_i^2$, and direct subtraction no longer loses digits to cancellation. For large negative $x$, expm1 tends to $-1$ and $U\to-n_i^2/D$: the driving term has saturated, and the rate at which pairs are generated depends on $n$ and $p$ only through $D$.

\section{The splitting must be a variable}

Equation (\ref{eq:alg}) is as good as the $x$ supplied to it. A relative change of $x$ is passed to the driving term multiplied by
\begin{equation}
\frac{d\ln|e^x-1|}{d\ln|x|}=\frac{xe^x}{e^x-1}\longrightarrow1\quad(x\to0).
\end{equation}
A relative change of $n$ at fixed $p$ is multiplied by
\begin{equation}
\frac{n}{np-n_i^2}\frac{\partial(np)}{\partial n}=\frac{np}{np-n_i^2}=\frac{1}{1-e^{-x}}\simeq\frac1x .
\end{equation}
At $x=10^{-6}$ the two factors, found by perturbing the inputs at high precision, are $1.0000005$ and $1.0\times10^6$. The physical problem is benign when posed in $x$ and ill-conditioned when posed in $n$ and $p$.

Three designs that look safe can be judged by this criterion.

\paragraph{Rounded densities, careful algebra.} Suppose a solver stores $n$ and $p$, each correctly rounded. Their product then carries a relative error up to $2u$, and the rate an error up to $2u/|x|$, even if all later arithmetic is exact. In the 1000 cases above, this experiment gave errors of up to $1.7u$ in $np/n_i^2-1$. Computing $x=\ln(np/n_i^2)$ from such densities and passing it to expm1 does not help, because the information is already gone. A solver built on densities can instead store the increments $\delta n=n-n_0$ and $\delta p=p-p_0$ as unknowns, and use
\begin{align}
np-n_0p_0&=(n_0+\delta n)(p_0+\delta p)-n_0p_0\nonumber\\
&=n_0\,\delta p+p_0\,\delta n+\delta n\,\delta p .
\end{align}
This has no cancellation when the increments are both positive.

\paragraph{Two stored quasi-Fermi energies.} For the surface treated below, $E_{Fp}-E_i=-0.357$ eV. Near this value doubles are $2^{-54}$ eV apart. If $E_{Fn}$ is stored as a rounded number and $E_{Fp}$ counts as exact, the recovered splitting can be wrong by half a spacing, $2.8\times10^{-17}$ eV, and a random search reached that value. Rounding both energies can double the error. In direct subtraction the corresponding bound is $kT\,Cu=6.3\times10^{-17}$ eV, so expm1 fed with a difference of stored energies gains little in resolution. It does keep two properties that direct subtraction lacks: equal energies give exactly zero, and since rounding preserves order, a positive splitting can round to zero but never to a negative value. An energy zero 5 eV away makes matters worse: the half spacing there is $2^{-51}$ eV, sixteen times larger. Conversely, if the energy zero is the equilibrium Fermi level and the two energies lie on either side of it, each is smaller than $|\Delta|$ and the splitting is recovered to about $2u$ relative accuracy; this fails in a region where both energies are shifted by an applied bias. The remedy that does not depend on the energy zero is to store one quasi-Fermi energy and $\Delta$.

\paragraph{A switch to the linear law.} One may use $U_0x$ below some threshold and subtract directly above it. The linear driving term has relative error
\begin{equation}
\frac{x}{e^x-1}-1=\frac{1}{1+x/2+\cdots}-1\simeq-\frac x2 .
\end{equation}
Freezing $D$ at $D_0$ adds, at fixed $p$, between $0$ and $+x$ to this, so the error of $U_0x$ stays within about $x/2$ in size. The better of the two methods then has an error of at most $\min(x/2,\,Cu/x)$, which is largest where the two are equal:
\begin{equation}
x_*=\sqrt{2Cu},\qquad \frac{x_*}{2}=\sqrt{\frac{Cu}{2}} .
\end{equation}
For $C=21.8$ the ceiling is $3.5\times10^{-8}$; a scan of $10^{-9}<x<10^{-6}$ that took the smaller of the two actual errors at each point found a worst value of $2.2\times10^{-8}$, while a fixed threshold at $x_*$ meets the ceiling just below the switch. Half of the digits are lost at the junction. More series terms and a higher threshold would reduce the loss, which amounts to building expm1 by hand. The same balance limits a conductance obtained as the quotient $U(x)/x$ with directly subtracted rates, since the step $x$ contributes both errors.

The resulting scheme is short. Keep $x$ and $\eta_p$ as the primary variables; form $\eta_n=x-\eta_p$ for the denominator alone; take the driving term from $\mathrm{expm1}(x)$; evaluate (\ref{eq:alg}). No threshold is needed.

\section{A silicon surface at 300 K}

Take $kT=25.852$ meV, $n_i=10^{10}$ cm$^{-3}$ and a surface hole density $p=10^{16}$ cm$^{-3}$, held fixed. With flat bands, $\eta_p=\ln10^6=13.816$ and $n_0=10^4$ cm$^{-3}$. Let $N_{it}=10^{10}$ cm$^{-2}$, $v_{th}=10^7$ cm/s, $\sigma_n=10^{-15}$ cm$^2$ and $\sigma_p=10^{-16}$ cm$^2$, with the level at midgap ($t=0$). Then $S_n=100$ cm/s and $S_p=10$ cm/s, and
\begin{equation}
D_0=\frac{10^4+10^{10}}{10}+\frac{10^{16}+10^{10}}{100}\approx1.00001\times10^{14}
\end{equation}
in units of cm$^{-4}$\,s. The hole term dominates: the traps are nearly all empty of electrons, and electron capture limits the rate. Hence $U_0=10^{20}/D_0\approx1.0\times10^6$ cm$^{-2}$s$^{-1}$. Since $x=V/(kT/q)$ for a splitting $\Delta=qV$, the conductance per area is
\begin{equation}
G=\frac{qU_0}{kT/q}=6.2\times10^{-12}\ \mathrm{S/cm^2}.
\end{equation}

At $\Delta=1$ meV, $x=0.03868$ and $\mathrm{expm1}(x)=0.03944$, so $U=3.94\times10^4$ cm$^{-2}$s$^{-1}$. Smaller splittings give the following rates (cm$^{-2}$s$^{-1}$) and relative errors of direct subtraction. The double-precision column includes the errors of the exponentials; the single-precision column starts from accurately computed densities, rounded to single precision.

\begin{center}
\begin{tabular}{lllll}
$\Delta$ (eV) & $U$, expm1 & $U$, direct & double & single\\
$10^{-6}$ & $38.682$ & $38.682$ & $2\times10^{-11}$ & $5\times10^{-4}$\\
$10^{-8}$ & $0.38681$ & $0.38681$ & $2\times10^{-9}$ & $0.14$\\
$10^{-12}$ & $3.868\times10^{-5}$ & $3.868\times10^{-5}$ & $6\times10^{-6}$ & $1$\\
$10^{-15}$ & $3.868\times10^{-8}$ & $3.899\times10^{-8}$ & $0.008$ & $1$\\
$10^{-16}$ & $3.868\times10^{-9}$ & $3.604\times10^{-9}$ & $0.07$ & $1$\\
$10^{-17}$ & $3.868\times10^{-10}$ & $0$ & $1$ & $1$
\end{tabular}
\end{center}

The relative error of the expm1 rate is at most $2\times10^{-16}$ in every row. The direct error grows roughly as $1/\Delta$, with scatter because individual roundings differ. At $10^{-17}$ eV it is 100\%: the computed product equals $n_i^2$, and the rate vanishes.

In double precision the error bound reaches 1\% at $\Delta=100\,kT\,Cu=6\times10^{-15}$ eV, far below any voltage of practical interest. The physical answer is then not in danger. What suffers is the logic of a calculation: tests for zero rate at equilibrium, decisions based on the sign of $U$, and relative convergence criteria for a vanishing quantity.

Single precision is different. Its unit roundoff is $u_s=2^{-24}\approx6.0\times10^{-8}$. Rounding $n$ and $p$, forming their product and forming $n_i^2$ contribute up to $4u_s$ in all; $n_i=10^{10}$ is itself representable. For densities rounded in this way the 1\% bound is reached at $400\,kT\,u_s=0.6$ $\mu$eV. If the exponentials are evaluated in single precision too, the constant 4 is replaced by $C$ and the 1\% bound moves to $100\,kT\,Cu_s=3.4$ $\mu$eV. The error in the table at 1 $\mu$eV happens to be well below its bound, $0.05\%$, but at 10 neV it is 14\%, and from 1 neV downwards the difference is zero. There the relative change of $n$, $3.9\times10^{-8}$, is less than half the local spacing of single-precision numbers, so the stored density does not move. Single-precision expm1, given $x$, had a relative error of at most $1.6u_s\approx10^{-7}$ in the random cases.

\section{How far the model holds}

The parameters are rough values for a well-annealed thermal oxide. Capture cross sections in particular are uncertain by orders of magnitude, and $U$ is proportional to $\sigma_n$ here. Real surfaces also break several assumptions, and those errors are much larger than rounding in double precision.

Of the broken assumptions estimated here at a fixed temperature of 300 K, flat bands matters most. Take a fixed positive oxide charge of $Q_f=10^{11}$ cm$^{-2}$, a plausible size, mirrored entirely in the silicon. Let $w$ be the upward shift of the electrostatic potential in units of $kT/q$, and measure distance in Debye lengths, $L_D=40.9$ nm for a relative permittivity of 11.7. Holes follow $e^{-w}$, and minority and trap charge are neglected, so Poisson's equation is $w''=1-e^{-w}$. Multiplying by $w'$ and integrating from the bulk, where $w=w'=0$, gives
\begin{equation}
\tfrac12w'^2=e^{-w}+w-1 .
\end{equation}
Gauss's law sets the surface slope, $|w'|=Q_f/(pL_D)\approx2.45$, with $p$ the bulk density. The solution is $w=3.97$, a bending of $0.103$ eV. The surface hole density falls by $e^{-w}$, $D$ falls with it, and at fixed $\Delta=1$ meV the rate rises 53-fold. This factor is very sensitive to the charge: if the traps are donors, positive when empty, they add a tenth to $Q_f$ and raise it to about 100. The rise does not continue: $D$ is smallest where $n/S_p=p/S_n$ at the surface, near $Q_f=2\times10^{11}$ cm$^{-2}$, where the factor is of order $5\times10^4$, and by $3\times10^{11}$ cm$^{-2}$ the surface is close to inversion, minority charge can no longer be neglected, and the rate is below its flat-band value. The numerator is untouched, because bending shifts $\eta_n$ and $\eta_p$ oppositely and leaves $x$ alone, provided the quasi-Fermi energies are flat across the space-charge layer.

Real interface traps are spread in energy. If the same number is spread uniformly over a 1.12 eV gap, a level counts fully while $n_1/S_p$ and $p_1/S_n$ are both below $p/S_n$, that is, for $-13.8<t<11.5$. This window is about 0.58 of the gap, and integration over the levels gives the same factor for $U$.

Temperature acts mainly through $n_i^2\propto T^3e^{-E_g/kT}$; at fixed $\Delta$ the changes of $x$ and $v_{th}$ are small beside it. At constant gap $E_g$, this rises by 17\% from 300 to 301 K, and by a factor of about 770 at 350 K. The gap of real silicon narrows on heating, which raises the latter factor to roughly 1200--1300 in this $T^3$ form; empirical fits of $n_i(T)$ give somewhat more, about 1300--1400. Holding $p$ fixed is harmless: at 1 meV the excess electron density is $4\times10^{-14}$ of $p$.

Degeneracy is a small correction to the densities but a trap for the algorithm. With $z=p/N_v$ and a valence-band density of states $N_v=3\times10^{19}$ cm$^{-3}$, expansion of the Fermi function in powers of $z$ gives
\begin{equation}
\frac{2}{\sqrt\pi}\int_0^\infty\!\frac{\sqrt\varepsilon\,d\varepsilon}{1+e^{\varepsilon}/z}
=z-\frac{z^2}{2^{3/2}}+\cdots,
\end{equation}
since the term in $e^{-2\varepsilon}$ integrates to $2^{-3/2}$. The hole density is lower than the Boltzmann value by the fraction $z/2^{3/2}=1.2\times10^{-4}$. If this corrected density is multiplied by $n$ and the Boltzmann $n_i^2$ is subtracted, the result at equilibrium is $-1.2\times10^{-4}n_i^2$, equivalent to a false splitting of $-3.0$ $\mu$eV. At a true splitting of 1 $\mu$eV the rate would have the wrong sign. No increase in precision removes this inconsistency; the subtracted product must be evaluated with the same statistics at equal quasi-Fermi energies. The expm1 form (\ref{eq:alg}) belongs to nondegenerate carriers, for which that product is $n_i^2$. The numerical output lists the remaining digits.

\section*{Numbers as computed}
\begin{verbatim}
T = 300 K, kT = 25.8520 meV
ni = 1.0e+10 cm^-3, p = 1.0e+16 cm^-3, n0 = 1.0e+04 cm^-3
v_th = 1.0e+07 cm/s, N_it = 1.0e+10 cm^-2
sigma_n = 1.0e-15 cm^2, sigma_p = 1.0e-16 cm^2
Sn = 100.0 cm/s, Sp = 10.0 cm/s, eta_p = 13.8155
unit roundoff: double 1.110e-16, single 5.960e-08
linear-response rate U0 = 9.999890e+05 cm^-2 s^-1
conductance per area G = 6.1974e-12 S/cm^2
Table: splitting (eV), x, U expm1, U direct (cm^-2 s^-1),
  relative errors: expm1, direct double, direct single
  1e-03 3.8682e-02 3.94392e+04 3.94392e+04 5.0e-17 2.0e-14 1.3e-06
  1e-06 3.8682e-05 3.86820e+01 3.86820e+01 8.4e-17 1.6e-11 5.3e-04
  1e-08 3.8682e-07 3.86813e-01 3.86813e-01 9.1e-17 2.3e-09 1.4e-01
  1e-09 3.8682e-08 3.86813e-02 3.86813e-02 7.9e-17 1.8e-08 1.0e+00
  1e-12 3.8682e-11 3.86813e-05 3.86815e-05 3.2e-17 6.2e-06 1.0e+00
  1e-14 3.8682e-13 3.86813e-07 3.87150e-07 1.7e-16 8.7e-04 1.0e+00
  1e-15 3.8682e-14 3.86813e-08 3.89935e-08 1.9e-16 8.1e-03 1.0e+00
  1e-16 3.8682e-15 3.86813e-09 3.60444e-09 1.4e-16 6.8e-02 1.0e+00
  1e-17 3.8682e-16 3.86813e-10 0.00000e+00 2.0e-16 1.0e+00 1.0e+00
worst relative error of expm1 rate, 300 random cases: 3.69e-15
worst error of direct np/ni^2-1: 9.49 double roundoffs
same, rounded n and p then exact algebra: 1.69 double roundoffs
same, all in single precision: 2.58 single roundoffs
single expm1, worst relative error: 1.62 single roundoffs
splitting for 1% error bound, double: 6.26e-15 eV
splitting for 1% error bound, single: 6.16e-07 eV
direct rate nonzero at equilibrium: 388 of 1000 cases
direct rate zero or negative, x in 1e-17..1e-15: 745 of 1000 cases
error amplification at x=1e-6: from x 1.000001, from n 1.0000e+06
stored quasi-Fermi energy E_Fp-Ei = -0.35716 eV
worst splitting error 2.78e-17 eV, half spacing 2.78e-17 eV
linear/direct switch: worst error 2.22e-08, bound 3.48e-08
Neglected effects:
fixed charge 1.0e+11 cm^-2, eps_r 11.7: Debye length 40.88 nm
  band bending 0.1027 eV, U at 1 meV multiplied by 53.08
uniform traps over 1.12 eV gap: U multiplied by 0.5846
Fermi-Dirac deficit of p (Nv = 3.0e+19 cm^-3): 1.178e-04
  false splitting if mixed with Boltzmann ni^2: -3.046 ueV
ni^2 at 301 K / 300 K: 1.1664; at 350 K / 300 K: 774.0
excess electrons / p at 1 meV: 3.94e-14
\end{verbatim}
